**RKR inversion with endpoint-adapted quadrature and repair of a faulty rotational constant**

The program computes the turning points $r_\pm=\sqrt{f^2+f/g}\pm f$ from the vibrational energies $G(v)$ and rotational constants $B(v)$, where $f$ is half the well width and $g$ is half the difference of the inverse turning points. For a Morse potential it asserts that the full inversion recovers the exact walls, that the adapted rule converges at close to the predicted geometric rate, and that plain Gauss–Legendre quadrature converges roughly as $1/n$. It also asserts the response formulas for an oscillating error and for a single bad level, and brackets the fold threshold, which is 1.4% for a lowered $B_{30}$. In noisy synthetic data with $B_{30}$ lowered by 3%, it must flag that level and no other. The output shows the largest inner-wall error falling from 0.0078 to 0.00026 bohr, nearly all of it through the refit of $B$. Solutions of the radial Schrödinger equation on the repaired curve agree with $G(v)$ within $3.4\times10^{-7}$ hartree up to $v=33$; this reflects the preserved width and the exactness of first-order quantization for Morse levels. A further assertion confirms that moving both walls together disturbs the levels far less than moving the inner wall alone.

## Numerical check

```python
"""
RKR turning points and the repair of ripple caused by errors in B_v.

Result under test (Hartree atomic units, hbar = 1, x = v + 1/2):
  f = (r_out-r_in)/2     = (2 mu)^(-1/2) int_0^x dx'   / sqrt(G(x)-G(x'))
  g = (1/r_in-1/r_out)/2 = (2 mu)^(+1/2) int_0^x B dx' / sqrt(G(x)-G(x'))
  r_out, r_in = sqrt(f^2+f/g) +/- f
The substitution x' = x(1-u^2) removes the endpoint singularity.
An error in B shifts both walls equally; their separation depends on G only.
G: vibrational energy above the minimum; B: rotational constant;
mu: reduced mass.
The reference is a Morse curve D(1-exp(-a(r-re)))^2 with known walls.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh

mu, D, a, re = 10000.0, 0.1, 0.9, 4.0
omega = a * np.sqrt(2 * D / mu)
anharm = a**2 / (2 * mu)
G_coeff = np.array([0.0, omega, -anharm])
x_diss = omega / (2 * anharm)
root2mu = np.sqrt(2 * mu)
v_top, v_bad, v_check = 38, 30, 33
levels = np.arange(v_top + 1)
x_levels = levels + 0.5


def G(x):
    return np.polynomial.polynomial.polyval(x, G_coeff)


def exact_walls(x):
    s = np.sqrt(G(x) / D)
    return re - np.log1p(s) / a, re - np.log1p(-s) / a


def classical_B(v):
    """Average of 1/(2 mu r^2) over one classical Morse period."""
    s = np.sqrt(G(np.asarray(v) + 0.5) / D)[..., None]
    theta = 2 * np.pi * np.arange(256) / 256
    y = 1 - s * np.sin(theta)
    r = re - np.log(y) / a
    return np.sum(1 / (y * r**2), -1) / np.sum(1 / y, -1) / (2 * mu)


@lru_cache(maxsize=None)
def half_rule(n):
    u, w = np.polynomial.legendre.leggauss(2 * n)
    return u[n:], w[n:]


def abel_integral(x, weight_function, n):
    """int_0^x h(v') dx' / sqrt(G(x)-G(x')), singularity removed."""
    x = np.atleast_1d(x).astype(float)[:, None]
    u, w = half_rule(n)
    xp = x * (1 - u**2)
    b, quotient = 0.0, 0.0
    for c in G_coeff[:0:-1]:
        b = c + x * b
        quotient = quotient * xp + b
    h = weight_function(xp - 0.5)
    return np.sum(2 * np.sqrt(x) * w * h / np.sqrt(quotient), axis=1)


def half_width(x, n=400):
    return abel_integral(x, np.ones_like, n) / root2mu


def rkr(x, B_function, n=400):
    f = half_width(x, n)
    g = root2mu * abel_integral(x, B_function, n)
    middle = np.sqrt(f**2 + f / g)
    return middle - f, middle + f, g


# Quadrature: adapted rule against plain Gauss-Legendre, exact Morse width
x_top = v_top + 0.5
in_top, out_top = exact_walls(x_top)
f_exact = (out_top - in_top) / 2


def adapted_error(n):
    return abs(half_width(x_top, n)[0] / f_exact - 1)


def plain_error(n):
    t, w = np.polynomial.legendre.leggauss(n)
    xp = x_top * (t + 1) / 2
    value = np.sum(w * x_top / 2 / np.sqrt(G(x_top) - G(xp))) / root2mu
    return abs(value / f_exact - 1)


w_sing = 2 * (2 * x_diss - x_top) / x_top - 1
rho = w_sing + np.sqrt(w_sing**2 - 1)
rate = np.log(adapted_error(3) / adapted_error(7)) / 4
assert abs(rate / (2 * np.log(rho)) - 1) < 0.10  # algebraic prefactor
assert 1.8 < plain_error(16) / plain_error(32) < 2.1
assert adapted_error(16) < 1e-11

# Complete inversion with B from its classical definition
x_test = np.array([0.5, 10.5, 30.5, 38.5])
ri, ro, _ = rkr(x_test, classical_B, 40)
ei, eo = exact_walls(x_test)
inversion_error = max(np.max(abs(ri - ei)), np.max(abs(ro - eo)))
assert inversion_error < 1e-9

# Response to an oscillating error exp(i k x) in B
x_wave = 30.5
slope_G = omega - 2 * anharm * x_wave
wave_rows = []
for k in (np.pi / 4, np.pi):
    value = abel_integral(x_wave, lambda v: np.exp(1j * k * (v + 0.5)), 400)[0]
    leading = np.sqrt(np.pi / (k * slope_G)) * np.exp(
        1j * (k * x_wave - np.pi / 4))
    predicted = leading + 1j / (k * np.sqrt(G(x_wave)))
    assert abs(value - predicted) < 0.02 * abs(value)
    wave_rows.append((k, abs(value), abs(predicted), abs(leading)))

# One faulty level in an otherwise exact spline: tail and fold threshold
B_true = classical_B(levels)


def defect_spline(fraction):
    data = B_true.copy()
    data[v_bad] *= 1 - fraction
    return CubicSpline(levels, data)


defect = 0.03
r0, R0, g0 = rkr(x_top, defect_spline(0.0))
r1, _, _ = rkr(x_top, defect_spline(defect))
tail_computed = (r1 - r0)[0]
delta_g = -root2mu * defect * B_true[v_bad] / np.sqrt(
    G(x_top) - G(v_bad + 0.5))
tail_rule = (-(r0 * R0 / (r0 + R0)) * delta_g / g0)[0]
assert abs(tail_computed / tail_rule - 1) < 0.01
low_shift = (rkr(20.5, defect_spline(defect))[0]
             - rkr(20.5, defect_spline(0.0))[0])[0]
assert abs(low_shift) < 1e-3 * abs(tail_computed)

x_fine = np.arange(25, v_top + 0.001, 0.05) + 0.5


def fine_wall(fraction):
    return rkr(x_fine, defect_spline(fraction))[0]


wall_clean = fine_wall(0.0)
response_step = np.diff((fine_wall(1e-4) - wall_clean) / 1e-4)
clean_step = np.diff(wall_clean)
rising = response_step > 0
fold_threshold = np.min(-clean_step[rising] / response_step[rising])
assert np.all(np.diff(fine_wall(0.95 * fold_threshold)) < 0)
assert np.any(np.diff(fine_wall(1.05 * fold_threshold)) > 0)

# Synthetic observations: noise on all levels and one faulty B_v
noise = 2e-4
rng = np.random.default_rng(7)
B_observed = B_true * (1 + noise * rng.standard_normal(levels.size))
B_observed[v_bad] *= 1 - defect


def basis(v):
    return np.polynomial.chebyshev.chebvander((np.asarray(v) - 19) / 19.5, 7)


keep = np.ones(levels.size, bool)
flagged, flagged_scores = [], []
while True:
    sigma = noise * B_observed[keep]
    matrix = basis(levels[keep]) / sigma[:, None]
    target = B_observed[keep] / sigma
    coefficients = np.linalg.lstsq(matrix, target, rcond=None)[0]
    q_matrix = np.linalg.qr(matrix)[0]
    leverage = np.sum(q_matrix**2, axis=1)
    score = abs(target - matrix @ coefficients) / np.sqrt(1 - leverage)
    worst = np.argmax(score)
    if score[worst] < 5:
        break
    flagged.append(int(levels[keep][worst]))
    flagged_scores.append(score[worst])
    keep[np.flatnonzero(keep)[worst]] = False
assert flagged == [v_bad]


def refit_B(v):
    return basis(v) @ coefficients


inner_raw, outer_raw, _ = rkr(x_levels, CubicSpline(levels, B_observed))
inner_refit, outer_refit, _ = rkr(x_levels, refit_B)
inner_true, outer_true = exact_walls(x_levels)
G_top = G(x_top)
linear_term = 2 / (G_coeff[1] * root2mu)
powers = np.array([0, 2, 3, 4, 5])


def smooth_wall(inner):
    """Inner wall as a polynomial in sqrt(G), harmonic term fixed by G."""
    s = np.sqrt(G(x_levels) / G_top)
    rhs = inner + linear_term * np.sqrt(G(x_levels))
    c = np.linalg.lstsq(s[:, None]**powers, rhs, rcond=None)[0]

    def wall(x):
        t = np.sqrt(G(x) / G_top)
        return t[:, None]**powers @ c - linear_term * np.sqrt(G(x))
    return wall, c[0]


repaired_wall, repaired_center = smooth_wall(inner_refit)
smoothed_raw_wall, _ = smooth_wall(inner_raw)
inner_final = repaired_wall(x_levels)
inner_only_smoothed = smoothed_raw_wall(x_levels)


def convexity_faults(inner):
    chord = np.diff(G(x_levels)) / np.diff(inner)
    return int(np.sum(np.diff(chord) >= 0))


def wall_error(inner, start=0):
    return np.max(abs(inner - inner_true)[start:])


folds_raw = int(np.sum(np.diff(inner_raw) >= 0))
assert folds_raw > 0 and convexity_faults(inner_raw) > 0
assert np.all(np.diff(inner_final) < 0)
assert convexity_faults(inner_true) == convexity_faults(inner_final) == 0
assert wall_error(inner_final) < 0.2 * wall_error(inner_raw)
assert wall_error(inner_only_smoothed, 28) > wall_error(inner_final, 28)

# Radial Schroedinger equation in a sinc basis
step = 0.03
r_grid = np.arange(2.7, 11.5, step)
index_gap = np.subtract.outer(np.arange(r_grid.size), np.arange(r_grid.size))
safe_gap = np.where(index_gap == 0, 1, index_gap)
kinetic = np.where(index_gap == 0, np.pi**2 / 3,
                   2 * (-1.0)**abs(index_gap) / safe_gap**2)
kinetic /= 2 * mu * step**2


def quantum(potential):
    energy, vectors = eigh(kinetic + np.diag(potential))
    B = np.sum(vectors**2 / r_grid[:, None]**2, axis=0) / (2 * mu)
    return energy[:v_check + 1], B[:v_check + 1]


x_curve = x_top * (np.arange(1, 161) / 160)**2


def curve_potential(inner, outer, center):
    """Interpolate signed sqrt(V), then continue beyond the top points."""
    root = np.sqrt(G(x_curve))
    r = np.concatenate((inner[::-1], [center], outer))
    signed = np.concatenate((-root[::-1], [0.0], root))
    assert np.all(np.diff(r) > 0)
    spline = CubicSpline(r, signed)
    V = spline(np.clip(r_grid, r[0], r[-1]))**2
    left, right = r_grid < r[0], r_grid > r[-1]
    d = r_grid[left] - r[0]
    V[left] = (signed[0] + spline(r[0], 1) * d
               + spline(r[0], 2) * d**2 / 2)**2
    gap = D - G_top
    decay = 2 * root[-1] * spline(r[-1], 1) / gap
    V[right] = D - gap * np.exp(-decay * (r_grid[right] - r[-1]))
    return V


G_check = G(x_levels[:v_check + 1])
E_morse, B_morse = quantum(D * (1 - np.exp(-a * (r_grid - re)))**2)
assert np.max(abs(E_morse - G_check)) < 1e-7
B_semiclassical_error = np.max(abs(B_morse / B_true[:v_check + 1] - 1))
assert B_semiclassical_error < 2e-3

# Common displacement of both walls against displacement of one wall
ci, co = exact_walls(x_curve)
shift_top = 0.02
shift = shift_top * G(x_curve) / G_top
E_both, B_both = quantum(curve_potential(ci + shift, co + shift, re))
E_one, _ = quantum(curve_potential(ci + shift, co, re))
error_both = np.max(abs(E_both - G_check))
error_one = np.max(abs(E_one - G_check))
B_change = B_both[v_bad] / B_morse[v_bad] - 1
assert error_both < 1e-5 and error_both < 0.1 * error_one
assert abs(B_change) > 1e-3

# Repaired curve tested against G and against the observed B_v
final_curve_inner = repaired_wall(x_curve)
final_curve_outer = final_curve_inner + 2 * half_width(x_curve)
E_final, B_final = quantum(curve_potential(
    final_curve_inner, final_curve_outer, repaired_center))
energy_error = np.max(abs(E_final - G_check))
B_residual = B_observed[:v_check + 1] / B_final - 1
good = np.arange(v_check + 1) != v_bad
assert energy_error < 1e-5
assert np.max(abs(B_residual[good])) < 0.1 * abs(B_residual[v_bad])

pm = physical_constants["Bohr radius"][0] * 1e12
wavenumber = physical_constants["hartree-inverse meter relationship"][0] / 100
print(f"mu = {mu:.0f} m_e; D = {D:.3f} Eh")
print(f"a = {a:.2f} bohr^-1; re = {re:.2f} bohr")
print(f"G linear coefficient = {omega:.6e} Eh")
print(f"G quadratic coefficient = {-anharm:.6e} Eh")
print(f"x at dissociation = {x_diss:.4f}")
print(f"G(v=38) = {G_top:.7f} Eh; exact f = {f_exact:.7f} bohr")
for n in (2, 4, 8, 16):
    print(f"n={n}: relative f error adapted {adapted_error(n):.2e}, "
          f"plain {plain_error(n):.2e}")
print(f"rho = {rho:.4f}; log error drop per node = {rate:.4f}")
print(f"predicted drop 2 ln(rho) = {2*np.log(rho):.4f}")
print(f"largest full inversion error = {inversion_error:.2e} bohr")
for k, value, predicted, leading in wave_rows:
    print(f"k={k:.4f}: |integral| {value:.3f}, formula {predicted:.3f}, "
          f"leading {leading:.3f} Eh^-1/2")
print(f"3% defect, shift at v=38: {tail_computed:.6f} bohr")
print(f"point-defect rule at v=38: {tail_rule:.6f} bohr")
print(f"same defect, shift at v=20: {low_shift:.2e} bohr")
print(f"fold threshold at v=30: {100*fold_threshold:.3f} % of B")
print(f"relative B noise = {noise:.1e}; imposed defect = {100*defect:.1f} %")
print(f"flagged v = {flagged[0]}; score = {flagged_scores[0]:.1f} sigma")
print(f"true B(30) = {B_true[v_bad]:.6e} Eh")
print(f"observed B(30) = {B_observed[v_bad]:.6e} Eh")
print(f"refitted B(30) = {refit_B([v_bad])[0]:.6e} Eh")
print("Inner wall, bohr: v, exact, raw, refit, final")
for v in (0, 20, 28, 29, 30, 31, 32, 38):
    print(f"{v:2d} {inner_true[v]:.6f} {inner_raw[v]:.6f} "
          f"{inner_refit[v]:.6f} {inner_final[v]:.6f}")
outer_final_30 = inner_final[v_bad] + 2 * half_width(v_bad + 0.5)[0]
print(f"outer v=30: exact {outer_true[v_bad]:.6f}, raw "
      f"{outer_raw[v_bad]:.6f}, final {outer_final_30:.6f} bohr")
print(f"raw folded intervals = {folds_raw}")
print(f"convexity faults: raw {convexity_faults(inner_raw)}, refit "
      f"{convexity_faults(inner_refit)}, final {convexity_faults(inner_final)}")
print(f"max wall error raw = {wall_error(inner_raw):.6f} bohr")
print(f"max wall error refit = {wall_error(inner_refit):.6f} bohr")
print(f"max wall error final = {wall_error(inner_final):.6f} bohr")
print(f"raw, final in pm = {wall_error(inner_raw)*pm:.4f}, "
      f"{wall_error(inner_final)*pm:.4f}")
print(f"v>=28 error, smoothing only = "
      f"{wall_error(inner_only_smoothed, 28):.6f} bohr")
print(f"v>=28 error, full repair = {wall_error(inner_final, 28):.6f} bohr")
print(f"quantum/classical B, max relative gap = {B_semiclassical_error:.2e}")
print(f"test shift at v=38 = {shift_top:.3f} bohr")
print(f"max level error, both walls moved = {error_both:.2e} Eh")
print(f"max level error, inner wall moved = {error_one:.2e} Eh")
print(f"B(30) change, both walls moved = {100*B_change:.3f} %")
print(f"repaired curve, max level error v<=33 = {energy_error:.2e} Eh")
print(f"same level error = {energy_error*wavenumber:.4f} cm^-1")
print(f"observed/repaired B residual at v=30 = {100*B_residual[v_bad]:.3f} %")
print(f"largest other B residual, v<=33 = "
      f"{100*np.max(abs(B_residual[good])):.3f} %")
print("PASS")
```

Running it gives:

```
mu = 10000 m_e; D = 0.100 Eh
a = 0.90 bohr^-1; re = 4.00 bohr
G linear coefficient = 4.024922e-03 Eh
G quadratic coefficient = -4.050000e-05 Eh
x at dissociation = 49.6904
G(v=38) = 0.0949284 Eh; exact f = 2.4121950 bohr
n=2: relative f error adapted 1.71e-03, plain 2.16e-01
n=4: relative f error adapted 4.56e-06, plain 1.18e-01
n=8: relative f error adapted 4.29e-11, plain 6.20e-02
n=16: relative f error adapted 1.89e-15, plain 3.19e-02
rho = 4.0802; log error drop per node = 2.9097
predicted drop 2 ln(rho) = 2.8123
largest full inversion error = 5.33e-15 bohr
k=0.7854: |integral| 46.757, formula 46.725, leading 50.728 Eh^-1/2
k=3.1416: |integral| 26.142, formula 26.147, leading 25.364 Eh^-1/2
3% defect, shift at v=38: 0.001928 bohr
point-defect rule at v=38: 0.001928 bohr
same defect, shift at v=20: 4.84e-09 bohr
fold threshold at v=30: 1.400 % of B
relative B noise = 2.0e-04; imposed defect = 3.0 %
flagged v = 30; score = 140.7 sigma
true B(30) = 1.795213e-06 Eh
observed B(30) = 1.740824e-06 Eh
refitted B(30) = 1.795028e-06 Eh
Inner wall, bohr: v, exact, raw, refit, final
 0 3.852948 3.853020 3.852670 3.852685
20 3.341200 3.341497 3.341410 3.341379
28 3.284194 3.284595 3.284412 3.284446
29 3.278829 3.278312 3.279047 3.279076
30 3.273797 3.281584 3.274014 3.274037
31 3.269085 3.275810 3.269300 3.269314
32 3.264681 3.268430 3.264891 3.264897
38 3.244200 3.246275 3.244350 3.244307
outer v=30: exact 6.840428, raw 6.848215, final 6.840668 bohr
raw folded intervals = 1
convexity faults: raw 6, refit 0, final 0
max wall error raw = 0.007787 bohr
max wall error refit = 0.000278 bohr
max wall error final = 0.000263 bohr
raw, final in pm = 0.4121, 0.0139
v>=28 error, smoothing only = 0.003603 bohr
v>=28 error, full repair = 0.000252 bohr
quantum/classical B, max relative gap = 1.33e-05
test shift at v=38 = 0.020 bohr
max level error, both walls moved = 7.77e-07 Eh
max level error, inner wall moved = 2.62e-04 Eh
B(30) change, both walls moved = -1.065 %
repaired curve, max level error v<=33 = 3.41e-07 Eh
same level error = 0.0749 cm^-1
observed/repaired B residual at v=30 = -3.022 %
largest other B residual, v<=33 = 0.035 %
PASS
```
